**Counting the piezoresistance coefficients of silicon and germanium**

The linear piezoresistance tensor, defined by $\Delta\rho_{ij}/\rho_0=\pi_{ijkl}\sigma_{kl}$, has three independent coefficients in the diamond structure: $\pi_{11}=\pi_{1111}$, $\pi_{12}=\pi_{1122}$ and $\pi_{44}=2\pi_{2323}$. Here $\rho$ is resistivity, $\rho_0$ its unstressed value and $\sigma$ stress, with tension positive. The program finds the point group from atomic positions and asserts that successive rotations reduce the count from 36 to 12, 4 and 3. It also asserts that class $T_h$ allows four coefficients and a tetragonal layer seven. For a many-valley model with rough typical parameters, it differentiates the resistivity tensor numerically for six stresses and asserts agreement with the derived formulas. The output gives $\pi_{11}=-78.74$ and $\pi_{12}=39.37$ for n-type silicon, and $\pi_{44}=-142.69$ for n-type germanium, all in $10^{-11}$ Pa$^{-1}$ at 300 K; the other coefficients vanish in this model. Further lines size nonlinearity, bar geometry, degeneracy, scattering, temperature and silicon's missing shear coefficient.

## Verification by program

```python
"""
Result under test: in diamond-structure crystals (Si, Ge) the linear
piezoresistance tensor pi_ijkl, defined by
    (change of rho_ij) / rho0 = sum_kl pi_ijkl * stress_kl,
has exactly three independent coefficients:
    p11 = pi_1111, p12 = pi_1122, p44 = 2 * pi_2323.
Symbols: rho resistivity, stress in Pa (tension positive), cube axes 1,2,3.
The point group is found from the atomic positions. Allowed tensors are
counted by group averaging. A many-valley transport model supplies physical
examples: Xi = uniaxial deformation potential, ml and mt = valley masses,
K = transverse/longitudinal mobility ratio of a valley, S = compliances.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(7)
I3 = np.eye(3)

# ---------- point groups ----------
signed_permutations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        R = np.zeros((3, 3), dtype=int)
        for row in range(3):
            R[row, perm[row]] = signs[row]
        signed_permutations.append(R)


def crystal_point_group(second_species):
    """Rotational parts of the symmetries of two fcc lattices offset by
    (1,1,1)/4; coordinates are integers in quarters of the cube edge."""
    fcc = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
    atoms = {(p, 0) for p in fcc}
    atoms |= {(tuple((np.array(p) + 1) % 4), second_species) for p in fcc}
    found = []
    for R in signed_permutations:
        for target, species in atoms:
            if species != 0:
                continue
            shift = np.array(target)      # image of the atom at the origin
            image = {(tuple((R @ np.array(p) + shift) % 4), s)
                     for p, s in atoms}
            if image == atoms:
                found.append(R)
                break
    return found


def generate(generators):
    """Close a set of integer matrices under multiplication."""
    members = {tuple(np.eye(3, dtype=int).ravel())}
    frontier = list(members)
    while frontier:
        new = []
        for m in frontier:
            for g in generators:
                product = tuple((g @ np.array(m).reshape(3, 3)).ravel())
                if product not in members:
                    members.add(product)
                    new.append(product)
        frontier = new
    return [np.array(m).reshape(3, 3) for m in members]


C2x = np.diag([1, -1, -1])
C2z = np.diag([-1, -1, 1])
C3 = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
C4z = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
inversion = -np.eye(3, dtype=int)

diamond = crystal_point_group(second_species=0)
zincblende = crystal_point_group(second_species=1)
group_1 = generate([])
group_D2 = generate([C2x, C2z])
group_T = generate([C2x, C2z, C3])
group_O = generate([C2x, C2z, C3, C4z])
group_Th = generate([C2x, C2z, C3, inversion])
group_D4h = generate([C4z, C2x, inversion])
assert len(diamond) == 48 and len(zincblende) == 24
assert len(group_T) == 12 and len(group_O) == 24

# ---------- counting allowed tensors ----------
swap_pair = np.zeros((9, 9))
for i in range(3):
    for j in range(3):
        swap_pair[3 * i + j, 3 * j + i] = 1
symmetric_pair = (np.eye(9) + swap_pair) / 2
swap_major = np.zeros((81, 81))
for a in range(9):
    for b in range(9):
        swap_major[9 * a + b, 9 * b + a] = 1


def average(group):
    total = np.zeros((81, 81))
    for R in group:
        RR = np.kron(R, R)
        total += np.kron(RR, RR)
    return total / len(group)


def count(group, reciprocity=True, major=False):
    left = symmetric_pair if reciprocity else np.eye(9)
    projector = average(group) @ np.kron(left, symmetric_pair)
    if major:
        projector = projector @ (np.eye(81) + swap_major) / 2
    return int(np.linalg.matrix_rank(projector, tol=1e-8))


def character_count(group):
    chi = [(np.trace(R) ** 2 + np.trace(R @ R)) / 2 for R in group]
    return np.mean(np.square(chi))


for group in (group_1, group_D2, group_T, group_O, group_Th,
              group_D4h, diamond, zincblende):
    assert abs(character_count(group) - count(group)) < 1e-9
chain = [count(g) for g in (group_1, group_D2, group_T, group_O)]
assert chain == [36, 12, 4, 3]
assert count(diamond) == 3 and count(zincblende) == 3
assert count(diamond, reciprocity=False) == 3
assert count(group_Th) == 4 and count(group_Th, reciprocity=False) == 5
assert count(group_Th, major=True) == 3
assert count(group_D4h) == 7

# ---------- explicit form of an allowed tensor ----------
raw = np.kron(symmetric_pair, symmetric_pair) @ rng.normal(size=81)
allowed = (average(diamond) @ raw).reshape(3, 3, 3, 3)
q11, q12, q44 = allowed[0, 0, 0, 0], allowed[0, 0, 1, 1], 2 * allowed[1, 2, 1, 2]


def cubic_response(p11, p12, p44, stress):
    return (p12 * np.trace(stress) * I3 + p44 * stress
            + (p11 - p12 - p44) * np.diag(np.diag(stress)))


def longitudinal(p11, p12, p44, n):
    return p12 + p44 + (p11 - p12 - p44) * np.sum(n ** 4)


trial = rng.normal(size=(3, 3))
trial = trial + trial.T
direct = np.einsum('ijkl,kl->ij', allowed, trial)
assert np.allclose(direct, cubic_response(q11, q12, q44, trial), atol=1e-12)
# lower bound: three independent maps, each commuting with the group
maps = [lambda s: np.trace(s) * I3, lambda s: s, lambda s: np.diag(np.diag(s))]
for f in maps:
    for R in diamond:
        assert np.allclose(f(R @ trial @ R.T), R @ f(trial) @ R.T)
assert np.linalg.matrix_rank(np.array([f(trial).ravel() for f in maps])) == 3
# eigenvalues of the map on symmetric tensors
for s, value in ((I3, q11 + 2 * q12), (np.diag([1., -1., 0.]), q11 - q12),
                 (np.array([[0, 1., 0], [1., 0, 0], [0, 0, 0]]), q44)):
    assert np.allclose(np.einsum('ijkl,kl->ij', allowed, s), value * s)
n_test = np.array([1., 2., 3.]) / np.sqrt(14)
assert np.isclose(np.einsum('ijkl,i,j,k,l', allowed, *([n_test] * 4)),
                  longitudinal(q11, q12, q44, n_test))
# without a fourfold axis or diagonal mirror two coefficients differ
less = (average(group_Th) @ raw).reshape(3, 3, 3, 3)
assert abs(less[0, 0, 1, 1] - less[0, 0, 2, 2]) > 1e-3

# ---------- many-valley model, rough typical parameters ----------
axes_L = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]]) / np.sqrt(3)
silicon = dict(axes=I3, ml=0.92, mt=0.19, Xi=9.0, C=(170e9, 64e9, 80e9))
germanium = dict(axes=axes_L, ml=1.6, mt=0.08, Xi=16.0, C=(130e9, 48e9, 67e9))
kT_per_K = const.k / const.e
T0 = 300.0


def compliances(crystal):
    C11, C12, C44 = crystal['C']
    inverse = np.linalg.inv((C11 - C12) * I3 + C12 * np.ones((3, 3)))
    return inverse[0, 0], inverse[0, 1], 1 / C44


def resistivity(crystal, stress, T=T0, tau_ratio=1.0, share=0.0):
    """Resistivity tensor at fixed electron number, arbitrary scale.
    tau_ratio: longitudinal/transverse relaxation time in a valley.
    share: part of the scattering that goes to valleys on other axes,
    its rate following the final density of states at energy 1.5 kT."""
    S11, S12, S44 = compliances(crystal)
    strain = S44 / 2 * stress + np.diag(
        (S11 - S12 - S44 / 2) * np.diag(stress) + S12 * np.trace(stress))
    axes = crystal['axes']
    shift = np.array([crystal['Xi'] * a @ strain @ a for a in axes])
    shift = shift / (kT_per_K * T)
    weight = np.exp(-shift)
    weight /= weight.sum()
    sigma = np.zeros((3, 3))
    for i, a in enumerate(axes):
        others = np.delete(shift, i)
        rate = 1 - share + share * np.mean(np.sqrt(1 + (shift[i] - others) / 1.5))
        mobility = I3 / crystal['mt'] + np.outer(a, a) * (
            tau_ratio / crystal['ml'] - 1 / crystal['mt'])
        sigma += weight[i] * mobility / rate
    return np.linalg.inv(sigma)


def response(crystal, unit_stress, **options):
    h = 1e5
    rho0 = resistivity(crystal, np.zeros((3, 3)), **options)[0, 0]
    return (resistivity(crystal, h * unit_stress, **options)
            - resistivity(crystal, -h * unit_stress, **options)) / (2 * h * rho0)


pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]


def piezo_matrix(crystal, **options):
    M = np.zeros((6, 6))
    for col, (k, l) in enumerate(pairs):
        s = np.zeros((3, 3))
        s[k, l] = s[l, k] = 1.0
        d = response(crystal, s, **options)
        M[:, col] = [d[i, j] for i, j in pairs]
    return M


def cubic_matrix(p11, p12, p44):
    M = np.zeros((6, 6))
    M[:3, :3] = p12
    M[range(3), range(3)] = p11
    M[range(3, 6), range(3, 6)] = p44
    return M


def valley_factor(crystal):
    K = crystal['ml'] / crystal['mt']
    return crystal['Xi'] / (kT_per_K * T0) * (K - 1) / (2 * K + 1)


S11, S12, S44 = compliances(silicon)
G44 = compliances(germanium)[2]
si_formula = -2 / 3 * valley_factor(silicon) * (S11 - S12)
ge_formula = -1 / 3 * valley_factor(germanium) * G44
M_si, M_ge = piezo_matrix(silicon), piezo_matrix(germanium)
assert np.allclose(M_si, cubic_matrix(si_formula, -si_formula / 2, 0),
                   rtol=0, atol=1e-5 * abs(si_formula))
assert np.allclose(M_ge, cubic_matrix(0, 0, ge_formula),
                   rtol=0, atol=1e-5 * abs(ge_formula))
si = (M_si[0, 0], M_si[0, 1], M_si[3, 3])
ge = (M_ge[0, 0], M_ge[0, 1], M_ge[3, 3])
directions = {'[100]': np.array([1., 0, 0]),
              '[110]': np.array([1., 1, 0]) / np.sqrt(2),
              '[111]': np.array([1., 1, 1]) / np.sqrt(3)}
along = {}
for name, crystal, p in (('Si', silicon, si), ('Ge', germanium, ge)):
    for label, n in directions.items():
        measured = n @ response(crystal, np.outer(n, n)) @ n
        assert abs(measured - longitudinal(*p, n)) < 1e-5 * max(map(abs, p))
        along[name, label] = measured

# ---------- gauge example and neglected effects ----------
load = 100e6
s100 = np.diag([load, 0, 0])
linear = si[0] * load
full = resistivity(silicon, s100)[0, 0] / resistivity(silicon, 0 * s100)[0, 0] - 1
geometry = (S11 - 2 * S12) * load
share = 0.3
p11_inter = piezo_matrix(silicon, share=share)[0, 0]
assert abs(p11_inter / si[0] - (1 + share / 2)) < 1e-5
p11_tau = piezo_matrix(silicon, tau_ratio=0.8)[0, 0]
p11_hot = piezo_matrix(silicon, T=400.0)[0, 0]
assert abs(p11_hot / si[0] - T0 / 400.0) < 1e-5


def fermi(eta):
    top = max(eta, 0) + 50
    value = quad(lambda y: 2 * y * y / (1 + np.exp(y * y - eta)),
                 0, np.sqrt(top), epsabs=0, epsrel=1e-11, limit=200)[0]
    return 2 / np.sqrt(np.pi) * value


m_dos = (silicon['ml'] * silicon['mt'] ** 2) ** (1 / 3) * const.m_e
Nc = 12 * (2 * np.pi * m_dos * const.k * T0 / const.h ** 2) ** 1.5 * 1e-6


def degeneracy_factor(density):
    eta = brentq(lambda e: fermi(e) - density / Nc, -15, 10)
    d = 1e-3
    return (np.log(fermi(eta + d)) - np.log(fermi(eta - d))) / (2 * d)


deg17, deg19 = degeneracy_factor(1e17), degeneracy_factor(1e19)
assert abs(deg17 - (1 - 1e17 / Nc / 2 ** 1.5)) < 1e-5
rough_p44_si = -14e-11
bar110 = longitudinal(si[0], si[1], rough_p44_si, directions['[110]'])

# ---------- output ----------
u = 1e11
print('point group order, diamond / zincblende:', len(diamond), '/', len(zincblende))
print('coefficients, no rotation:', chain[0])
print('  with twofold axes:', chain[1])
print('  with threefold axis added (class T):', chain[2])
print('  with fourfold axis added (class O):', chain[3])
print('  diamond, full group:', count(diamond))
print('  zincblende:', count(zincblende))
print('  diamond without reciprocity:', count(diamond, reciprocity=False))
print('  class T_h:', count(group_Th))
print('  class T_h without reciprocity:', count(group_Th, reciprocity=False))
print('  class T_h, elastic tensor:', count(group_Th, major=True))
print('  tetragonal (001) layer, D4h:', count(group_D4h))
print(f'temperature: {T0:.0f} K, kT = {kT_per_K * T0:.5f} eV')
for name, c in (('Si', silicon), ('Ge', germanium)):
    s = compliances(c)
    print(f"{name} rough masses ml, mt: {c['ml']}, {c['mt']} m_e; "
          f"K = {c['ml'] / c['mt']:.3f}")
    print(f"{name} rough Xi: {c['Xi']:.0f} eV; C11, C12, C44: "
          + ', '.join(f'{x / 1e9:.0f}' for x in c['C']) + ' GPa')
    print(f'{name} S11-S12, S44: {(s[0] - s[1]) * u:.3f}, {s[2] * u:.3f} 1e-11/Pa')
for name, p in (('Si', si), ('Ge', ge)):
    print(f'{name} p11, p12, p44: '
          + ', '.join(f'{round(x * u, 2) + 0.0:.2f}' for x in p) + ' 1e-11/Pa')
    print(f'{name} along [100], [110], [111]: '
          + ', '.join(f'{round(along[name, d] * u, 2) + 0.0:.2f}'
                      for d in directions) + ' 1e-11/Pa')
print(f'Si gauge, stress along [100]: {load / 1e6:.0f} MPa')
print(f'  linear resistivity change: {100 * linear:.2f} %')
print(f'  full Boltzmann change: {100 * full:.2f} %')
print(f'  resistance change from bar geometry: {100 * geometry:+.3f} %')
print(f'Si density of states Nc: {Nc:.2e} cm^-3')
print(f'degeneracy factor on p11 at 1e17 cm^-3: {deg17:.4f}')
print(f'degeneracy factor on p11 at 1e19 cm^-3: {deg19:.3f}')
print(f'Si p11, tau_l/tau_t = 0.8: {p11_tau * u:.2f} 1e-11/Pa')
print(f'Si p11, intervalley share {share}: {p11_inter * u:.2f} 1e-11/Pa')
print(f'Si p11 at 400 K: {p11_hot * u:.2f} 1e-11/Pa')
print(f'Si rough measured size of p44 (input): {rough_p44_si * u:.0f} 1e-11/Pa')
print(f'Si along [110] with that p44: {bar110 * u:.2f} 1e-11/Pa')
print('all assertions hold')
```

Printed output:

```
point group order, diamond / zincblende: 48 / 24
coefficients, no rotation: 36
  with twofold axes: 12
  with threefold axis added (class T): 4
  with fourfold axis added (class O): 3
  diamond, full group: 3
  zincblende: 3
  diamond without reciprocity: 3
  class T_h: 4
  class T_h without reciprocity: 5
  class T_h, elastic tensor: 3
  tetragonal (001) layer, D4h: 7
temperature: 300 K, kT = 0.02585 eV
Si rough masses ml, mt: 0.92, 0.19 m_e; K = 4.842
Si rough Xi: 9 eV; C11, C12, C44: 170, 64, 80 GPa
Si S11-S12, S44: 0.943, 1.250 1e-11/Pa
Ge rough masses ml, mt: 1.6, 0.08 m_e; K = 20.000
Ge rough Xi: 16 eV; C11, C12, C44: 130, 48, 67 GPa
Ge S11-S12, S44: 1.220, 1.493 1e-11/Pa
Si p11, p12, p44: -78.74, 39.37, 0.00 1e-11/Pa
Si along [100], [110], [111]: -78.74, -19.68, 0.00 1e-11/Pa
Ge p11, p12, p44: 0.00, 0.00, -142.69 1e-11/Pa
Ge along [100], [110], [111]: 0.00, -71.35, -95.13 1e-11/Pa
Si gauge, stress along [100]: 100 MPa
  linear resistivity change: -7.87 %
  full Boltzmann change: -6.89 %
  resistance change from bar geometry: +0.115 %
Si density of states Nc: 2.74e+19 cm^-3
degeneracy factor on p11 at 1e17 cm^-3: 0.9987
degeneracy factor on p11 at 1e19 cm^-3: 0.887
Si p11, tau_l/tau_t = 0.8: -84.42 1e-11/Pa
Si p11, intervalley share 0.3: -90.55 1e-11/Pa
Si p11 at 400 K: -59.05 1e-11/Pa
Si rough measured size of p44 (input): -14 1e-11/Pa
Si along [110] with that p44: -26.68 1e-11/Pa
all assertions hold
```
